# Midgap tunnelling decay constant from the Franz dispersion: verification in Python

```python
"""Midgap decay constant from the Franz dispersion.

Result under test, with energy E measured from midgap:
    hbar^2 kappa^2 / (2 m*) = (E + Eg/2) (Eg/2 - E) / Eg
    kappa(midgap) = sqrt(m* Eg / 2) / hbar
kappa : decay constant of the amplitude, exp(-kappa x), in 1/angstrom
m*    : band-edge mass, equal at both edges;  Eg : band gap in eV
A     : coupling of the two-band Hamiltonian [[Eg/2, A k], [A k, -Eg/2]]
The parabolic one-band law, hbar^2 kappa^2/(2 m*) = Eg/2 - E, is compared.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm

mass_ratio = 0.4
gap = 9.0
thickness = 10.0
lead_shift = 8.0   # downward shift of the bands in the leads, eV

# hbar^2 / m for the free electron, in eV angstrom^2
hbar2_over_m = const.hbar**2 / (const.m_e * const.e) * 1e20
coupling = np.sqrt(hbar2_over_m * gap / (2 * mass_ratio))
sigma_x = np.array([[0.0, 1.0], [1.0, 0.0]])
sigma_z = np.diag([1.0, -1.0])


def franz_kappa(energy):
    product = (energy + gap / 2) * (gap / 2 - energy)
    return np.sqrt(2 * mass_ratio * product / (gap * hbar2_over_m))


def bands(k):
    return np.linalg.eigvalsh(gap / 2 * sigma_z + coupling * k * sigma_x)


def wavevector_matrix(energy):
    """Matrix whose eigenvalues are the allowed k at a given energy."""
    return sigma_x @ (energy * np.eye(2) - gap / 2 * sigma_z) / coupling


def two_band_kappa(energy):
    k_values = np.linalg.eigvals(wavevector_matrix(energy).astype(complex))
    assert np.max(np.abs(k_values.real)) < 1e-10
    return np.max(k_values.imag)


def parabolic_kappa(depth, mass):
    """Logarithmic slope of the growing one-band solution, by integration."""
    q2 = 2 * mass * depth / hbar2_over_m
    sol = solve_ivp(lambda x, y: [y[1], q2 * y[0]], (0, 200), [1.0, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[1, -1] / sol.y[0, -1]


def transmission(width):
    """Two-band scattering at midgap through a slab between equal leads."""
    k_lead, states = np.linalg.eig(wavevector_matrix(lead_shift))
    assert np.max(np.abs(np.imag(k_lead))) < 1e-12
    currents = [np.real(np.vdot(s, sigma_x @ s)) for s in states.T]
    right = states[:, int(np.argmax(currents))]
    left = states[:, int(np.argmin(currents))]
    back = expm(-1j * wavevector_matrix(0.0) * width)
    t, r = np.linalg.solve(np.column_stack([back @ right, -left]), right)
    assert abs(abs(t)**2 + abs(r)**2 - 1) < 1e-9
    return abs(t)**2


# Edge masses from the curvature of the diagonalized bands
step = 1e-3
curvature = (bands(step) - 2 * bands(0.0) + bands(-step)) / step**2
valence_mass, conduction_mass = hbar2_over_m / curvature
assert abs(conduction_mass / mass_ratio - 1) < 1e-5
assert abs(valence_mass / mass_ratio + 1) < 1e-5

# Franz formula against complex wavevectors throughout the gap
for energy in (-4.0, -2.5, -1.0, 0.0, 0.7, 3.0, 4.4):
    assert abs(two_band_kappa(energy) / franz_kappa(energy) - 1) < 1e-10

# The decay constant is greatest at midgap
grid = np.linspace(-4.4, 4.4, 881)
peak_energy = grid[np.argmax([two_band_kappa(e) for e in grid])]
assert abs(peak_energy) < 0.011

# Closed midgap formula against eigenvalue and slab transmission
kappa_mid = np.sqrt(mass_ratio * gap / (2 * hbar2_over_m))
assert abs(two_band_kappa(0.0) / kappa_mid - 1) < 1e-10
slab_slope = np.log(transmission(20.0) / transmission(30.0)) / 10.0
assert abs(slab_slope / (2 * kappa_mid) - 1) < 1e-6
assert round(kappa_mid, 2) == 0.49

# Parabolic law: too large by sqrt(2) at midgap, right near the edge
kappa_par = parabolic_kappa(gap / 2, mass_ratio)
assert abs(kappa_par / two_band_kappa(0.0) - np.sqrt(2)) < 1e-6
kappa_half_mass = parabolic_kappa(gap / 2, mass_ratio / 2)
assert abs(kappa_half_mass / two_band_kappa(0.0) - 1) < 1e-6
edge_depth = 0.01 * gap
edge_ratio = (two_band_kappa(gap / 2 - edge_depth)
              / parabolic_kappa(edge_depth, mass_ratio))
assert abs(edge_ratio**2 - (1 - edge_depth / gap)) < 1e-6

factor_franz = np.exp(-2 * kappa_mid * thickness)
factor_par = np.exp(-2 * kappa_par * thickness)

print(f"band-edge mass m*/m: {mass_ratio:.1f}")
print(f"band gap: {gap:.1f} eV")
print(f"hbar^2/m: {hbar2_over_m:.5f} eV angstrom^2")
print(f"two-band coupling A: {coupling:.4f} eV angstrom")
print(f"conduction mass from curvature: {conduction_mass:.5f} m")
print(f"valence mass from curvature: {valence_mass:.5f} m")
print(f"energy of largest kappa, from midgap: {abs(peak_energy):.2f} eV")
print(f"midgap kappa squared: {kappa_mid**2:.5f} 1/angstrom^2")
print(f"midgap amplitude kappa: {kappa_mid:.4f} 1/angstrom")
print(f"midgap amplitude kappa: {kappa_mid * 1e8:.3e} 1/cm")
print(f"amplitude decay length: {1 / kappa_mid:.3f} angstrom")
print(f"density decay constant 2 kappa: {2 * kappa_mid:.4f} 1/angstrom")
print(f"lead band shift in slab test: {lead_shift:.1f} eV")
print(f"slope of -ln T, slabs 20 to 30 angstrom: {slab_slope:.4f} 1/angstrom")
for energy in (1.0, 2.0, 3.0, 4.0):
    print(f"kappa at {energy:.0f} eV from midgap: "
          f"{two_band_kappa(energy):.4f} 1/angstrom")
print(f"parabolic midgap kappa, same mass: {kappa_par:.4f} 1/angstrom")
print(f"parabolic/Franz ratio at midgap: {kappa_par / kappa_mid:.4f}")
print(f"parabolic mass matching Franz at midgap: {mass_ratio / 2:.2f} m")
print(f"parabolic kappa with that mass: {kappa_half_mass:.4f} 1/angstrom")
print(f"depth below conduction edge in edge test: {edge_depth:.2f} eV")
print(f"Franz/parabolic ratio at that depth: {edge_ratio:.4f}")
print(f"layer thickness: {thickness:.0f} angstrom")
print(f"exp(-2 kappa d), Franz: {factor_franz:.2e}")
print(f"exp(-2 kappa d), parabolic: {factor_par:.2e}")
print(f"ratio of these factors: {factor_franz / factor_par:.1f}")
print("done: every assertion held")
```

Output:

```
band-edge mass m*/m: 0.4
band gap: 9.0 eV
hbar^2/m: 7.61996 eV angstrom^2
two-band coupling A: 9.2588 eV angstrom
conduction mass from curvature: 0.40000 m
valence mass from curvature: -0.40000 m
energy of largest kappa, from midgap: 0.00 eV
midgap kappa squared: 0.23622 1/angstrom^2
midgap amplitude kappa: 0.4860 1/angstrom
midgap amplitude kappa: 4.860e+07 1/cm
amplitude decay length: 2.058 angstrom
density decay constant 2 kappa: 0.9721 1/angstrom
lead band shift in slab test: 8.0 eV
slope of -ln T, slabs 20 to 30 angstrom: 0.9721 1/angstrom
kappa at 1 eV from midgap: 0.4739 1/angstrom
kappa at 2 eV from midgap: 0.4354 1/angstrom
kappa at 3 eV from midgap: 0.3623 1/angstrom
kappa at 4 eV from midgap: 0.2227 1/angstrom
parabolic midgap kappa, same mass: 0.6873 1/angstrom
parabolic/Franz ratio at midgap: 1.4142
parabolic mass matching Franz at midgap: 0.20 m
parabolic kappa with that mass: 0.4860 1/angstrom
depth below conduction edge in edge test: 0.09 eV
Franz/parabolic ratio at that depth: 0.9950
layer thickness: 10 angstrom
exp(-2 kappa d), Franz: 6.00e-05
exp(-2 kappa d), parabolic: 1.07e-06
ratio of these factors: 56.1
done: every assertion held
```
